Langreth Rules for Contour Convolutions and Products, with a Two-Level Check, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: THE CONTOUR AND THE CONVOLUTION

1. The result

Let A and B be functions of two points on the time contour defined in part 2, and let C be their convolution,

C(z,z') = ∫_γ dz₁ A(z,z₁) B(z₁,z').

The Langreth rules turn this contour integral into integrals over ordinary variables:

C^< = A^R·B^< + A^<·B^A + A^⌉⋆B^⌈
C^> = A^R·B^> + A^>·B^A + A^⌉⋆B^⌈
C^R = A^R·B^R
C^A = A^A·B^A
C^⌉ = A^R·B^⌉ + A^⌉⋆B^M
C^⌈ = A^⌈·B^A + A^M⋆B^⌈
C^M = A^M⋆B^M

The dot is an integral over real time and the star is an integral along the vertical track, with its factor −i:

(f·g) = ∫₀^{t_max} dt₁ f(t₁) g(t₁)
(f⋆g) = −i ∫₀^β dτ f(τ) g(τ)

For the parallel product C(z,z') = A(z,z')B(z,z') without singular parts,

C^≷ = A^≷ B^≷
C^R = A^R B^R + A^R B^< + A^< B^R
C^A = −A^A B^A + A^A B^< + A^< B^A

with all functions taken at (t,t'). For the antiparallel product C(z,z') = A(z,z')B(z',z), again without singular parts,

C^≷(t,t') = A^≷(t,t') B^≶(t',t)
C^R(t,t') = A^R(t,t') B^<(t',t) + A^<(t,t') B^A(t',t)
C^A(t,t') = A^A(t,t') B^<(t',t) + A^<(t,t') B^R(t',t)

This half proves the convolution rules. The second half proves the product rules and applies both sets to a two-level model.

2. The contour

Set ħ = 1. The contour γ has three pieces. The forward branch runs from 0 to t_max, the backward branch returns from t_max to 0, and the vertical track runs from 0 to −iβ. Here β is the inverse temperature of the initial state, and t_max is any time later than the external times of interest. A point at time t is written t₋ on the forward branch and t₊ on the backward branch. A point on the vertical track is −iτ, with 0 < τ < β.

"Later" means farther along γ. Every point of the backward branch is therefore later than every point of the forward branch, whatever the two clock times are, and every vertical point is later than every horizontal one. On the backward branch the order of clock times is reversed. The step function θ(z,z') is 1 if z is later than z' and 0 if it is earlier.

The line element is dz = dt on the forward branch. On the backward branch the integration runs from t_max down to 0, which gives a minus sign when the limits are put in rising order. On the vertical track z = −iτ gives dz = −i dτ. Hence

∫_γ dz f(z) = ∫₀^{t_max} dt f(t₋) − ∫₀^{t_max} dt f(t₊) − i ∫₀^β dτ f(−iτ).

The contour delta function is defined by ∫_γ dz₁ δ(z,z₁) f(z₁) = f(z). To compensate the line element it must equal δ(t−t') on the forward branch, −δ(t−t') on the backward branch and iδ(τ−τ') on the vertical track. The last factor follows from (−i)(i) = 1.

3. Functions on the contour

The rules apply to functions of the form

K(z,z') = K^δ(z) δ(z,z') + θ(z,z') K^>(z,z') + θ(z',z) K^<(z,z').

The essential assumption is that K^δ, K^> and K^< depend on the time of a horizontal argument, but not on the branch on which that argument lies. A Green function has this property when the same Hamiltonian governs both horizontal branches. If the Hamiltonian carries a field that differs between the branches, as in a generating function for counting statistics, the assumption fails, and the cancellations below are then not available in general.

The real-time components are

K^R(t,t') = K^δ(t) δ(t−t') + θ(t−t') [K^>(t,t') − K^<(t,t')]
K^A(t,t') = K^δ(t) δ(t−t') − θ(t'−t) [K^>(t,t') − K^<(t,t')].

K^R vanishes for t < t', and K^A vanishes for t > t'. Subtracting the two lines removes the singular part. Since the two step functions add to one,

K^R − K^A = K^> − K^<.

The components with vertical arguments are

K^⌉(t,τ) = K(t,−iτ) = K^<(t,−iτ)
K^⌈(τ,t) = K(−iτ,t) = K^>(−iτ,t)
K^M(τ,τ') = K(−iτ,−iτ').

The lesser and greater functions appear in the first two lines because the vertical point is the later one. The hook shows the order of the arguments: ⌉ has the real time first, ⌈ has it second.

4. Four placements on the horizontal branches

Two real times can be placed on the two branches in four ways. With the arguments on different branches, the order is fixed:

K(t₋,t'₊) = K^<(t,t')
K(t₊,t'₋) = K^>(t,t').

With both on the forward branch, contour order is clock order. Call this component K^T:

K^T = K^δ δ(t−t') + θ(t−t') K^> + θ(t'−t) K^<.

With both on the backward branch, the order is reversed and the delta function changes sign. Call this component K^T̄:

K^T̄ = −K^δ δ(t−t') + θ(t'−t) K^> + θ(t−t') K^<.

Now replace θ(t'−t) by 1 − θ(t−t') in K^T:

K^T = K^< + K^δ δ(t−t') + θ(t−t')(K^> − K^<) = K^< + K^R.

Replacing θ(t−t') by 1 − θ(t'−t) instead gives

K^T = K^> + K^δ δ(t−t') − θ(t'−t)(K^> − K^<) = K^> + K^A.

The same two replacements in K^T̄ give

K^T̄ = K^< − K^δ δ(t−t') + θ(t'−t)(K^> − K^<) = K^< − K^A
K^T̄ = K^> − K^δ δ(t−t') − θ(t−t')(K^> − K^<) = K^> − K^R.

These four relations, together with the vanishing of K^R for t < t' and of K^A for t > t', are all that the proof needs. The one ingredient of the four relations is that the two step functions add to one.

5. The lesser and greater components

For the lesser component, place z = t₋ and z' = t'₊. Let z₁ run over the three pieces of γ. On the forward branch the factors are A(t₋,t₁₋) = A^T and B(t₁₋,t'₊) = B^<. On the backward branch they are A(t₋,t₁₊) = A^< and B(t₁₊,t'₊) = B^T̄, with a minus sign from the line element. The vertical track gives A^⌉ and B^⌈. Therefore

C^< = A^T·B^< − A^<·B^T̄ + A^⌉⋆B^⌈.

Insert A^T = A^< + A^R and B^T̄ = B^< − B^A:

C^< = A^<·B^< + A^R·B^< − A^<·B^< + A^<·B^A + A^⌉⋆B^⌈
    = A^R·B^< + A^<·B^A + A^⌉⋆B^⌈.

The sign of the advanced term is the product of two minus signs, one from the direction of the backward branch and one from K^T̄ = K^< − K^A.

For the greater component, place z = t₊ and z' = t'₋. The forward branch now gives A^>·B^T and the backward branch gives −A^T̄·B^>. Using B^T = B^> + B^A and A^T̄ = A^> − A^R,

C^> = A^>·B^> + A^>·B^A − A^>·B^> + A^R·B^> + A^⌉⋆B^⌈
    = A^R·B^> + A^>·B^A + A^⌉⋆B^⌈.

The choice of t_max has dropped out. In A^R·B^< the retarded factor stops the integration at t₁ = t, and in A^<·B^A the advanced factor stops it at t₁ = t'. Before the cancellation the contour integral does contain later times. For t₁ later than both t and t', the forward branch contributes A^<B^< and the backward branch contributes −A^<B^<. Their sum is zero at each t₁. This is causality on the contour: what happens after the last external time has no effect.

6. The retarded and advanced components

Subtract the two results. The vertical terms are identical and disappear:

C^> − C^< = A^R·(B^> − B^<) + (A^> − A^<)·B^A.

Replace each difference by retarded minus advanced:

C^> − C^< = A^R·B^R − A^R·B^A + A^R·B^A − A^A·B^A
          = A^R·B^R − A^A·B^A.

The first term needs t ≥ t₁ ≥ t', so it vanishes for t < t'. The second needs t ≤ t₁ ≤ t', so it vanishes for t > t'. Consequently, away from t = t',

θ(t−t')(C^> − C^<) = A^R·B^R
−θ(t'−t)(C^> − C^<) = A^A·B^A,

where the first line is read for t > t' and the second for t < t'.

There remains the singular part at t = t'. Write A^R = A^δ δ + a and B^R = B^δ δ + b, where a and b are the regular parts. Then

(A^R·B^R)(t,t') = A^δ(t)B^δ(t) δ(t−t') + A^δ(t) b(t,t') + a(t,t') B^δ(t') + (a·b)(t,t').

The singular part of the product is A^δB^δ. The contour integral has the same singular part, because ∫_γ dz₁ A^δ(z)δ(z,z₁)B^δ(z₁)δ(z₁,z') = A^δ(z)B^δ(z)δ(z,z'). So C^δ = A^δB^δ, and the rules C^R = A^R·B^R and C^A = A^A·B^A hold with singular parts included.

The retarded rule contains no lesser function and no vertical term. Given A^R and B^R, the initial state does not enter it separately. In an interacting system a retarded self-energy may itself depend on the state; the rule does not remove that dependence.

7. The convolution is again a contour function

The lesser function was found with one particular placement. The other placements must be consistent with it. With both arguments on the forward branch,

C(t₋,t'₋) = A^T·B^T − A^<·B^> + A^⌉⋆B^⌈.

Use A^T = A^< + A^R, B^T = B^< + B^R and B^> = B^< + B^R − B^A:

A^T·B^T = A^<·B^< + A^<·B^R + A^R·B^< + A^R·B^R
A^<·B^> = A^<·B^< + A^<·B^R − A^<·B^A.

The difference is A^R·B^< + A^<·B^A + A^R·B^R, so

C(t₋,t'₋) = C^< + C^R = C^T,

as required. With both arguments on the backward branch,

C(t₊,t'₊) = A^>·B^< − A^T̄·B^T̄ + A^⌉⋆B^⌈.

Insert A^T̄ = A^> − A^R and B^T̄ = B^< − B^A:

A^>·B^< − A^T̄·B^T̄ = A^>·B^A + A^R·B^< − A^R·B^A.

Since A^> − A^R = A^< − A^A, the terms containing B^A combine to (A^< − A^A)·B^A. Hence C(t₊,t'₊) = C^< − C^A = C^T̄. The convolution belongs to the same class of functions as its factors, which permits the rules to be applied repeatedly.

8. Components with a vertical argument

Take z = t₋ and z' = −iτ. The forward and backward branches give A^T·B^⌉ and −A^<·B^⌉. Their sum is (A^T − A^<)·B^⌉ = A^R·B^⌉, so

C^⌉ = A^R·B^⌉ + A^⌉⋆B^M.

With z = t₊ the horizontal part is (A^> − A^T̄)·B^⌉, which is again A^R·B^⌉. For z = −iτ and z' = t'₋ it is A^⌈·(B^T − B^>) = A^⌈·B^A, and for z' = t'₊ it is A^⌈·(B^< − B^T̄), which is the same. Adding the vertical piece gives

C^⌈ = A^⌈·B^A + A^M⋆B^⌈.

If both arguments are vertical, the forward and backward branches give A^⌈·B^⌉ − A^⌈·B^⌉ = 0. What remains is C^M = A^M⋆B^M. The initial state does not know about the later evolution.

9. Several factors and the Keldysh equation

Matrix indices may be carried along, provided the order of factors is kept. For three factors, set D = BE, a convolution, and apply the rules to AD. On a contour without a vertical track,

(ABE)^< = A^R·D^< + A^<·D^A
        = A^R·B^R·E^< + A^R·B^<·E^A + A^<·B^A·E^A.

The lesser factor moves from right to left; factors to its left are retarded and factors to its right are advanced.

Apply this to the Dyson equation G = g + gΣG, with all products read as convolutions and dots omitted:

G^< = g^< + g^RΣ^RG^< + g^RΣ^<G^A + g^<Σ^AG^A.

Collect G^< on the left:

(1 − g^RΣ^R)G^< = g^<(1 + Σ^AG^A) + g^RΣ^<G^A.

The retarded equation can be written G^R = g^R + G^RΣ^Rg^R. It implies (1 + G^RΣ^R)(1 − g^RΣ^R) = 1 and (1 + G^RΣ^R)g^R = G^R. Multiplication from the left by 1 + G^RΣ^R gives

G^< = (1 + G^RΣ^R) g^< (1 + Σ^AG^A) + G^RΣ^<G^A.

The first term propagates the initial occupation. The second describes particles supplied by Σ^<, for instance from leads. The first may be dropped only if it has decayed or vanishes for another reason. With a vertical track, the terms containing ⌉, ⌈ and M have to be restored.

SECOND HALF: PRODUCTS AND A TWO-LEVEL MODEL

10. Symbols and results carried over

The contour γ runs forward from 0 to t_max, back to 0 and down to −iβ, with ħ = 1. A contour function K has greater and lesser parts K^> and K^<, which do not depend on the horizontal branch. For a function without a singular part,

K^R(t,t') = θ(t−t') [K^>(t,t') − K^<(t,t')]
K^A(t,t') = −θ(t'−t) [K^>(t,t') − K^<(t,t')].

K^⌉(t,τ) and K^⌈(τ,t) have one real and one vertical argument, and K^M has two vertical ones. A dot denotes ∫₀^{t_max} dt, and a star denotes −i∫₀^β dτ. The first half showed that a convolution C = AB obeys

C^< = A^R·B^< + A^<·B^A + A^⌉⋆B^⌈
C^R = A^R·B^R.

11. Parallel products

Let C(z,z') = A(z,z')B(z,z'), with no singular parts. Such products occur when two particles travel together from z' to z. Both factors have the same contour order, so C^> = A^>B^> and C^< = A^<B^<. The mixed and vertical components also multiply directly: C^⌉ = A^⌉B^⌉, C^⌈ = A^⌈B^⌈ and C^M = A^MB^M.

For the retarded part, write A^> = A^< + D_A and B^> = B^< + D_B. Then

C^> − C^< = (A^< + D_A)(B^< + D_B) − A^<B^<
          = A^<D_B + D_AB^< + D_AD_B.

Multiply by θ(t−t'). For t ≠ t' the square of the step function equals the step function, so θ(t−t')D_AD_B = A^RB^R and

C^R = A^RB^R + A^RB^< + A^<B^R.

For the advanced part multiply by −θ(t'−t). The first two terms become A^<B^A and A^AB^<. In the last term, A^AB^A = (−1)²θ(t'−t)D_AD_B, whereas −θ(t'−t)D_AD_B is needed. Hence

C^A = −A^AB^A + A^AB^< + A^<B^A.

The retarded and advanced rules therefore differ in the sign of one term.

The Langreth rules for convolutions and for parallel products have now been proved. What remains is to derive the rules for antiparallel products and to apply the convolution and product rules to a two-level model.
